# Hyperfine Splitting of Triplet Helium-3: Core and Outer Electron

## Problem

The ground state of the ion $^3\mathrm{He}^+$ has a hyperfine splitting $\nu_{\rm ion}=8.666$ GHz. The metastable state $2\,^3S$ of the neutral atom, with configuration $1s2s$, has a splitting $\nu=6.740$ GHz. The nucleus has spin $I=1/2$ and a negative magnetic moment $\mu_h$. Both splittings are quoted as positive magnitudes.

(a) Derive the splitting of each system in terms of its electron density at the nucleus.

(b) Suppose that the $1s$ electron has the same density at the nucleus as in the ion, and that the $2s$ electron has none there. Show that the atom's splitting would be $\tfrac34\nu_{\rm ion}$.

(c) How much of the given splitting is left over, and what change of electron density does it require?

(d) Attribute the remainder. A variational calculation gives the following ratios of the atom's total density at the nucleus, $\rho(0)$, to the ion's, $\rho_{\rm ion}(0)$:

- ion's $1s$ orbital kept fixed, outer orbital optimized: 1.03444;
- both electrons free, but restricted to $s$ waves: 1.03756;
- full calculation, with dependence on the electrons' separation: 1.03700.

(e) The hyperfine interaction also mixes $2\,^3S$ with $2\,^1S$, which lies $1.925\times10^5$ GHz higher. Estimate the effect on the splitting.

## Solution

### (a) From the contact interaction to the splittings

Let $\mathbf s_i$ and $\mathbf I$ be dimensionless spin operators. The magnetic moments of electron $i$ and of the nucleus are

$$
\boldsymbol\mu_i=-|g_e|\mu_B\,\mathbf s_i,\qquad
\boldsymbol\mu_N=2\mu_h\,\mathbf I .
$$

The factor 2 makes the largest component of $\boldsymbol\mu_N$ equal to $\mu_h$ when $I=1/2$.

A uniformly magnetized sphere has the internal field $\tfrac23\mu_0\mathbf M$. If it shrinks at fixed total moment $\boldsymbol\mu_N$, the integral of this field over the sphere stays $\tfrac23\mu_0\boldsymbol\mu_N$. A point nucleus therefore has the contact field $\tfrac23\mu_0\boldsymbol\mu_N\delta(\mathbf r)$. The energy $-\boldsymbol\mu_i\cdot\mathbf B$, summed over the electrons, is

$$
H=C\sum_i\delta(\mathbf r_i)\,\mathbf s_i\cdot\mathbf I,\qquad
C=\tfrac43\mu_0|g_e|\mu_B\mu_h .
$$

The two minus signs cancel, so $C$ has the sign of $\mu_h$ and is negative here.

The dipole field outside the nucleus couples to the electron spin through a second-rank tensor in the electron's position, whose average over a spherically symmetric state is zero. The orbital coupling is a vector in the orbital variables, and its average also vanishes for $L=0$. To first order, the contact term remains.

**The ion.** Averaging over the $1s$ orbital gives $H=C\rho_{\rm ion}(0)\,\mathbf s\cdot\mathbf I$. With $\mathbf F=\mathbf s+\mathbf I$, squaring gives

$$
\mathbf s\cdot\mathbf I=\tfrac12\left[F(F+1)-\tfrac34-\tfrac34\right]
=\begin{cases}+\tfrac14,&F=1\\-\tfrac34,&F=0.\end{cases}
$$

The two values differ by 1, so

$$
h\nu_{\rm ion}=|C|\,\rho_{\rm ion}(0).
$$

For a fixed nucleus of charge $Z=2$, the orbital $\sqrt{Z^3/\pi a_0^3}\,e^{-Zr/a_0}$ gives $\rho_{\rm ion}(0)=8/(\pi a_0^3)$. The finite nuclear mass multiplies this by $(1+m_e/M)^{-3}$, which leads to $1.7175\times10^{31}\ \mathrm{m^{-3}}$. The contact formula then yields 8.667 GHz, close to the given 8.666 GHz. The measured $g_e$ includes the electron's anomalous moment, but relativistic, nuclear-size and further radiative corrections are left out of this value, so the agreement is not a test of its last digit.

**The triplet.** The spin function with $S=1$ is symmetric under exchange of the electrons, so the spatial function $\psi(\mathbf r_1,\mathbf r_2)$ is antisymmetric. Its square is symmetric, and the two electrons share the density equally:

$$
\langle\delta(\mathbf r_1)\rangle=\langle\delta(\mathbf r_2)\rangle=\tfrac12\rho(0).
$$

This also holds for a correlated wave function. Within the triplet,

$$
H=\tfrac12C\rho(0)\,(\mathbf s_1+\mathbf s_2)\cdot\mathbf I
=\tfrac12C\rho(0)\,\mathbf S\cdot\mathbf I .
$$

Now $\mathbf F=\mathbf S+\mathbf I$, with $S(S+1)=2$:

$$
\mathbf S\cdot\mathbf I=\tfrac12\left[F(F+1)-2-\tfrac34\right]
=\begin{cases}+\tfrac12,&F=\tfrac32\\-1,&F=\tfrac12.\end{cases}
$$

The difference is $3/2$. Therefore

$$
h\nu=\tfrac32\cdot\tfrac12|C|\rho(0)=\tfrac34|C|\rho(0),
\qquad
\boxed{\;\nu=\tfrac34\,\nu_{\rm ion}\,\frac{\rho(0)}{\rho_{\rm ion}(0)}\;}
$$

Since $C<0$, the level of higher $F$ lies lower in both systems. In a singlet $S=0$, and the same first-order interaction would give no splitting, however large the density at the nucleus.

The ratio removes $C$ and the common reduced-mass factor. It neglects mass polarization, which is the coupling of the two electrons' momenta through the nuclear motion. It also assumes that the remaining corrections have the same relative size in atom and ion.

### (b) The three quarters

Take first a determinant of two real orthonormal orbitals, $\phi_c$ for the core and $\phi_o$ for the outer electron:

$$
\psi=\frac{\phi_c(\mathbf r_1)\phi_o(\mathbf r_2)-\phi_o(\mathbf r_1)\phi_c(\mathbf r_2)}{\sqrt2}.
$$

Its density at the nucleus is $2\int|\psi(0,\mathbf r_2)|^2d^3r_2$. The cross term contains $\int\phi_c\phi_o\,d^3r=0$, while the squared terms contain normalization integrals equal to 1. Hence

$$
\rho(0)=\phi_c(0)^2+\phi_o(0)^2 .
$$

Under the stated supposition, $\phi_c(0)^2=\rho_{\rm ion}(0)$ and $\phi_o(0)=0$. Then $\rho(0)=\rho_{\rm ion}(0)$, and

$$
\nu_{1s}=\tfrac34\nu_{\rm ion}=0.75\times8.666\ \mathrm{GHz}=6.4995\ \mathrm{GHz}.
$$

The second electron contributes no density at the nucleus here, but its spin still matters. It is locked with the first spin into $S=1$, of which each electron supplies half. This halves the coupling constant, while the larger total spin raises the interval factor from 1 to $3/2$.

### (c) The remainder

The part not supplied by an ion-like $1s$ density is

$$
\Delta\nu=6.740-6.4995=0.2405\ \mathrm{GHz},
$$

or 3.6% of the atom's splitting. Each given frequency may be off by 0.0005 GHz through rounding. The resulting uncertainty of $\Delta\nu$ is at most $0.0005+0.75\times0.0005\approx0.0009$ GHz.

Solving the boxed formula for the density gives the required excess over the ion:

$$
\frac{\rho(0)}{\rho_{\rm ion}(0)}-1
=\frac{\nu}{\nu_{1s}}-1
=\frac{0.2405}{6.4995}=3.70\%.
$$

### (d) Where the extra density comes from

The full calculation also gives an excess of 3.70%. It uses an antisymmetrized sum of terms $r_1^i r_2^j r_{12}^k e^{-ar_1-br_2}$, where $r_{12}$ is the electrons' separation, and takes neither splitting as input. The extra density therefore accounts for the remainder within the rounding of the data.

Dividing this density between two electrons needs a convention. Consider the rotated orbitals

$$
\phi_c'=\phi_c\cos\theta+\phi_o\sin\theta,\qquad
\phi_o'=-\phi_c\sin\theta+\phi_o\cos\theta .
$$

The determinant of this transformation is $\cos^2\theta+\sin^2\theta=1$, so $\psi$ is unchanged. The sum $\phi_c(0)^2+\phi_o(0)^2$ is unchanged too, but its two terms are not. A definite choice is to freeze $\phi_c$ as the ion's $1s$ orbital and to optimize $\phi_o$ orthogonal to it. The excess is then $\phi_o(0)^2/\rho_{\rm ion}(0)$, the outer electron's own density. Evaluating the orthogonalized orbital directly at the nucleus confirms this equality numerically.

Each density change, multiplied by $\nu_{1s}$, gives a contribution to the splitting:

- Outer electron with frozen core: $0.03444\times6.4995=0.224$ GHz.
- Release of all $s$-wave motion: $(0.03756-0.03444)\times6.4995=+0.020$ GHz.
- Angular correlation: $(0.03700-0.03756)\times6.4995=-0.004$ GHz.

The sum is 0.240 GHz. In this division the outer $2s$ electron supplies about 93% of the remainder, and the net effect of response and correlation supplies about 7%.

The second contribution combines distortion of the core and readjustment of the outer orbital. Radial correlation adds practically nothing to it: the best single determinant of two $s$ orbitals already gives the ratio 1.03756. Its positive sign shows that the net effect is not a loss of density at the nucleus, as one might expect if the outer electron merely screened the core. The calculation does not separate the two orbital changes.

The energies rank these steps differently. Releasing the $s$-wave motion lowers the energy by $1.9\times10^{-5}$ hartree, whereas angular correlation lowers it by a further $9.65\times10^{-4}$ hartree. Yet the first step changes the density more. Of its energy gain only $0.5\times10^{-5}$ hartree comes from relaxing the two orbitals within a single determinant, which carries the whole density change; the other $1.4\times10^{-5}$ hartree is radial correlation. Near a variational minimum the energy changes in second order in the wave function, while the density can change in first order. A small energy gain therefore does not guarantee a small change in the hyperfine splitting.

**Hydrogenic comparison.** A hydrogenic $2s$ orbital for charge $\zeta$ has density $\zeta^3/(8\pi a_0^3)$ at the nucleus. Relative to the ion's $1s$ density this is

$$
\frac{\zeta^3/(8\pi)}{8/\pi}=\frac{\zeta^3}{64}.
$$

Complete screening of one nuclear charge, $\zeta=1$, gives 1.56%. No screening, $\zeta=2$, gives 12.5%, which is also what the two-electron calculation returns when the repulsion is switched off. The frozen-core value of 3.44% lies between them. The outer electron is attracted by a net charge near 1 far outside the core but by nearly the full charge 2 close to the nucleus. This screening alone does not fix the density, however. If exchange is left out of the outer electron's equation, while its orbital is kept orthogonal to the frozen core, the excess falls to 1.94%. The lower figure is a scale, not a bound on the density excess: a $2s$ orbital for charge 1 is not orthogonal to the ion's $1s$ orbital, and making it orthogonal reduces its excess to 0.66%.

### (e) Mixing with the singlet

For an estimate, assign the couplings $A_1$ and $A_2$ to the core and outer orbitals, and use the same two orbitals in singlet and triplet. Then

$$
A_1\mathbf s_1\cdot\mathbf I+A_2\mathbf s_2\cdot\mathbf I
=\frac{A_1+A_2}{2}\,\mathbf S\cdot\mathbf I
+\frac{A_1-A_2}{2}\,\mathbf d\cdot\mathbf I,
\qquad \mathbf d=\mathbf s_1-\mathbf s_2 .
$$

The second term connects singlet and triplet. In the singlet,

$$
\langle\mathbf d^2\rangle=2\mathbf s_1^2+2\mathbf s_2^2-\langle\mathbf S^2\rangle
=\tfrac32+\tfrac32-0=3 .
$$

The singlet has no preferred direction, so $\langle d_ad_b\rangle=\delta_{ab}$ and $\langle(\mathbf d\cdot\mathbf I)^2\rangle=\mathbf I^2=3/4$. The squared matrix element is therefore

$$
|V|^2=\frac34\left(\frac{A_1-A_2}{2}\right)^2=\frac{3}{16}(A_1-A_2)^2 .
$$

In frequency units $|A_1|=8.666$ GHz and $|A_2|=0.03444\times8.666=0.298$ GHz, with equal signs. Second-order perturbation theory gives the shift

$$
\frac{|V|^2}{\Delta_{ST}}
=\frac{3}{16}\,\frac{(8.368\ \mathrm{GHz})^2}{1.925\times10^5\ \mathrm{GHz}}
=6.8\times10^{-5}\ \mathrm{GHz}.
$$

The singlet has $F=1/2$, so it can mix with the triplet's $F=1/2$ level but not with $F=3/2$. The singlet lies above and pushes that triplet level down. Because $F=1/2$ is the upper hyperfine level, the splitting shrinks, by about one part in $10^5$. Diagonalizing the full spin model gives the same size and sign, but that model shares the assumption of common orbitals. With separately computed, correlated wave functions for $2\,^1S$ and $2\,^3S$, the matrix element of $\delta(\mathbf r_1)-\delta(\mathbf r_2)$ is $0.910\,\rho_{\rm ion}(0)$ rather than $0.966\,\rho_{\rm ion}(0)$, and the shift becomes $6.1\times10^{-5}$ GHz. The simple estimate is about 12% too high. This mixing is far too small to explain the remainder or to matter at the precision of the given frequencies. The first-order treatment in (a) would fail if the singlet-triplet gap were comparable with the hyperfine couplings.

The numerical output lists the densities, energies and contributions. Its finite basis sets put the frozen-core and $s$-wave densities too high by less than $10^{-4}$ of the ion's density. The ratios quoted here are the converged ones, and the contributions agree within 0.001 GHz.

## Numbers as computed

```
given ion splitting: 8.666 GHz
given 2 3S splitting: 6.740 GHz
helion magnetic moment: -1.074618e-26 J/T
ion density at nucleus (reduced mass): 1.71751e+31 m^-3
ion splitting from contact formula: 8.6666 GHz
spin factor triplet/ion from diagonalization: 0.750000
contribution of ion-like 1s density: 6.4995 GHz
rest to be attributed: 0.2405 GHz
rest as share of whole splitting: 3.57 %
density excess needed: 3.700 % of ion density
density excess calculated, full: 3.700 %
density excess, smaller basis: 3.700 %
density excess, frozen core: 3.447 %
density excess, s waves only: 3.762 %
density excess, repulsion off: 12.500 %
hydrogenic 2s excess, charge 1: 1.5625 %
hydrogenic 2s excess, charge 2: 12.5000 %
part of outer electron, frozen core: +0.2241 GHz
part of s-wave response: +0.0205 GHz
part of angular correlation: -0.0040 GHz
calculated rest, sum of parts: 0.2405 GHz
calculated 2 3S splitting: 6.7400 GHz
2 3S energy, frozen core: -2.174245 hartree
2 3S energy, s waves only: -2.174264 hartree
2 3S energy, full: -2.175229 hartree
gap from 2 3S to 2 1S: 1.9251e+05 GHz
change of splitting by 2 1S mixing: -0.0682 MHz
```
